\section*{The Landé interval rule and the centre of a term, part 2}

Spin-orbit coupling splits an atomic term with quantum numbers $L\ge1$ and $S\ge\tfrac12$ into levels $J$ with shifts $E(J)$, measured from the unsplit term. Two first-order statements are to be derived and tested for a well-separated term: the Landé interval rule $E(J)-E(J-1)=AJ$ and the zero weighted sum $\sum_J(2J+1)E(J)=0$.

Angular momenta are in units of $\hbar$ and energies in rydbergs (Ry), with $1\ \mathrm{mRy}=10^{-3}\ \mathrm{Ry}$. The Hamiltonian is $H_0+H_{\mathrm{SO}}$. Here $H_0$ contains the kinetic energy, the nuclear attraction and the Coulomb repulsion, and $H_{\mathrm{SO}}=\sum_i\xi(r_i)\,\mathbf l_i\cdot\mathbf s_i$ with $\xi>0$. Magnetic interactions between different electrons are left out.

With $a,b=x,y,z$, the operators $T_{ab}=\sum_i\xi(r_i)l_{ia}s_{ib}$ add up to $H_{\mathrm{SO}}=\sum_aT_{aa}$. Their first index is a vector under orbital rotations, the second under spin rotations. Let $P$ project on the $(2L+1)(2S+1)$ states $|M_LM_S\rangle$ of the term. For fixed $b$, write $V_a=PT_{ab}P$, $V_\pm=V_x\pm iV_y$ and $L_\pm=L_x\pm iL_y$. Commutators with $\mathbf L$ and $\mathbf S$ fix the ratios of matrix elements along the ladders of $M_L$ and $M_S$. This ladder argument gave
\begin{equation}
PT_{ab}P=A\,L_aS_b,
\qquad
PH_{\mathrm{SO}}P=A\,\mathbf L\cdot\mathbf S,
\label{eq:carry}
\end{equation}
with one real constant $A$ for the term.

In a single configuration, $\xi(r)$ is replaced by its radial mean $\zeta$ for the shell ($\zeta_p$, $\zeta_d$ in $pd$). Determinants such as $|2{\uparrow}1{\uparrow}\rangle$ list the $m$ value and spin of each electron. At given $M_L$ and $M_S$, the trace of $T_{zz}$ over the determinants equals the sum of $AM_LM_S$ over the terms present. For the Hund ground term of an open shell (largest $S$, then largest $L$),
\begin{equation}
A=+\frac{\zeta}{2S}\ \text{(less than half full)},
\qquad
A=-\frac{\zeta}{2S}\ \text{(more than half full)}.
\label{eq:hund}
\end{equation}
Thus $A=\zeta/2$ for $d^2\,{}^3F$.

\subsection{From the effective operator to the intervals}

The total angular momentum is $\mathbf J=\mathbf L+\mathbf S$. Since $\mathbf L$ and $\mathbf S$ commute, squaring gives $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S$. Within the term, $\mathbf L^2$ and $\mathbf S^2$ are numbers. The effective operator is therefore diagonal in states of definite $J$, and
\begin{equation}
E(J)=\frac A2\big[J(J+1)-L(L+1)-S(S+1)\big].
\label{eq:EJ}
\end{equation}
The allowed values are $J=|L-S|,|L-S|+1,\dots,L+S$, each occurring once.

Subtract the expression for $J-1$. The terms in $L$ and $S$ cancel, and
\begin{equation}
E(J)-E(J-1)=\frac A2\big[J(J+1)-(J-1)J\big]=\frac A2\,(2J)=AJ .
\label{eq:interval}
\end{equation}
The interval is proportional to the larger of the two $J$ values. For $A>0$ the level with the smallest $J$ is lowest; for $A<0$ the order is inverted. By the sign rule for the Hund ground term, the first case belongs to a shell less than half full and the second to a shell more than half full.

Ratios of intervals do not contain $A$. They can test an assignment of $J$ values if the corrections to first order are small compared with the differences between the candidate ratios. For $d^3\,{}^4F$, where $J$ runs from $\tfrac32$ to $\tfrac92$, the intervals stand as $5:7:9$. With $A=0.667$ mRy they are $1.667$, $2.333$ and $3.000$ mRy. A term with two levels has one interval. That interval determines $A$, but it cannot test the rule.

\subsection{The weighted sum as a trace}

A level $J$ consists of $2J+1$ states with the same energy. The weighted sum of the shifts is thus the sum of all eigenvalues of $PH_{\mathrm{SO}}P$, which is its trace. A trace may be taken in any basis. In the basis $|M_LM_S\rangle$ the orbital and spin factors separate:
\begin{equation}
\sum_J(2J+1)E(J)=A\sum_a(\operatorname{Tr}L_a)(\operatorname{Tr}S_a)=0 .
\label{eq:trace}
\end{equation}
Each trace vanishes because the eigenvalues of an angular momentum component come in pairs $\pm m$. Physically, some orientations of $\mathbf L$ relative to $\mathbf S$ raise the energy and others lower it. Summed over all states of the term, the two effects cancel.

The trace vanishes even without the interval rule. The commutator $[L_-,V_+]=-2V_z$ for the projected vector $V_a=PT_{ab}P$ shows that $V_z$ is a commutator of finite matrices, and such a commutator has zero trace. The same is true of the other components.

\subsection{The same sum by direct addition}

The sum can also be carried out on \eqref{eq:EJ}, which checks the algebra independently. Take $F(J)=\tfrac12J(J+1)^2(J+2)$. Then
\begin{align}
F(J)-F(J-1)&=\tfrac12J(J+1)\big[(J+1)(J+2)-(J-1)J\big]\nonumber\\
&=\tfrac12J(J+1)(4J+2)=(2J+1)J(J+1).
\end{align}
Adding over $J$ leaves the two ends. Write $p=L+S+1$ and $q=|L-S|$. The upper end is $F(p-1)=\tfrac12p^2(p^2-1)$ and the lower end is $F(q-1)=\tfrac12q^2(q^2-1)$, so
\begin{equation}
\sum_J(2J+1)J(J+1)=\tfrac12(p^2-q^2)(p^2+q^2-1).
\end{equation}
Similarly, $2J+1=(J+1)^2-J^2$ gives $\sum_J(2J+1)=p^2-q^2$. The two combinations are
\begin{align}
p^2-q^2&=(2L+1)(2S+1),\\
p^2+q^2-1&=2L(L+1)+2S(S+1).
\end{align}
The average of $J(J+1)$ with weights $2J+1$ is therefore $L(L+1)+S(S+1)$. This is what \eqref{eq:EJ} subtracts, and the weighted sum of the shifts is zero.

\subsection{Worked example: first order}

Take a model $d^2$ configuration with $\zeta=0.002$ Ry, so that $A=\zeta/2=1$ mRy. The term $^3F$ has $L=3$ and $S=1$, hence $L(L+1)+S(S+1)=14$. Equation \eqref{eq:EJ} gives
\begin{align}
E(2)&=\tfrac12(6-14)\,A=-4\ \text{mRy},\\
E(3)&=\tfrac12(12-14)\,A=-1\ \text{mRy},\\
E(4)&=\tfrac12(20-14)\,A=+3\ \text{mRy}.
\end{align}
The intervals are $3$ and $4$ mRy, or $329$ and $439\ \mathrm{cm^{-1}}$. The weighted sum is
\begin{equation}
5(-4)+7(-1)+9(3)=-20-7+27=0 .
\end{equation}
The plain average of the three levels is $-2/3$ mRy, and the lowest level lies $4$ mRy below the unsplit term. Either would be a wrong partner for the energy calculated without spin-orbit coupling.

\subsection{Which other terms disturb the levels}

The first-order result leaves out the mixing of $^3F$ with the other terms of $d^2$. Their unsplit energies are chosen here as $0.08$ Ry for $^1D$, $0.10$ Ry for $^3P$, $0.14$ Ry for $^1G$ and $0.35$ Ry for $^1S$, with $^3F$ at zero. Each term occurs once in $d^2$, so these five numbers fix $H_0$ within the configuration.

Since $H_{\mathrm{SO}}$ commutes with $\mathbf J$, it couples states with equal $J$. Moreover, $T_{ab}$ is an orbital vector. Acting on a state with $L=1$, it can produce $L=0,1,2$, but not $L=3$. There is thus no direct coupling between $^3F$ and $^3P$. The remaining partners are $^1D$ for $J=2$ and $^1G$ for $J=4$. No other term of $d^2$ has $J=3$, so within this configuration $E(3)=-A$ holds without correction.

\subsection{The coupling for $J=4$}

For $J=4$ take the states with $M_J=4$. The $^3F$ state is $|2{\uparrow}1{\uparrow}\rangle$ and the $^1G$ state is $|2{\uparrow}2{\downarrow}\rangle$. The part $\tfrac12\zeta\,l_+s_-$ of the coupling turns $1{\uparrow}$ into $2{\downarrow}$, with the element
\begin{equation}
\tfrac12\zeta\sqrt{2\cdot3-1\cdot2}=\zeta .
\end{equation}
The diagonal shifts are $3A$ and zero. With $\Delta_G=140$ mRy, the energy $\epsilon$ of the lower state obeys
\begin{equation}
(3A-\epsilon)(\Delta_G-\epsilon)=\zeta^2
\quad\Longrightarrow\quad
\epsilon=3A-\frac{\zeta^2}{\Delta_G-\epsilon}.
\label{eq:J4}
\end{equation}
Neglecting $\epsilon$ beside $\Delta_G$ gives the second-order shift $-\zeta^2/\Delta_G=-4/140=-0.029$ mRy. Diagonalization of the full $d^2$ matrix gives $E(4)=2.971$ mRy.

\subsection{The coupling for $J=2$}

For $J=2$ there are three states, from $^3F$, $^1D$ and $^3P$. Let $a\zeta$ be the coupling of $^3F$ to $^1D$ and $b\zeta$ that of $^1D$ to $^3P$, both made real by a choice of phases. The constant of $^3P$ follows from a diagonal sum. The determinants with $M_L=1$ and $M_S=1$ have $m$ values $(2,-1)$ and $(1,0)$, and the trace of $T_{zz}$ over them is $\tfrac12\zeta+\tfrac12\zeta=A_F+A_P$. Hence $A_P=\zeta/2$, and the $^3P$ level with $J=2$ is shifted by $A_P$. In units of $\zeta$ the spin-orbit matrix is
\begin{equation}
h=\begin{pmatrix}-2&a&0\\ a&0&b\\ 0&b&\tfrac12\end{pmatrix}.
\end{equation}

Its eigenvalues are known from another basis. A single $d$ electron has $\mathbf l\cdot\mathbf s=-\tfrac32$ for $j=\tfrac32$ and $+1$ for $j=\tfrac52$. Two electrons can form $J=2$ once from each of the pairs $(\tfrac32,\tfrac32)$, $(\tfrac32,\tfrac52)$ and $(\tfrac52,\tfrac52)$. The eigenvalues of $h$ are therefore $-3$, $-\tfrac12$ and $2$. The sum of their squares and their product give
\begin{align}
4+\tfrac14+2a^2+2b^2&=9+\tfrac14+4
&&\Longrightarrow\quad a^2+b^2=4.5,\\
2b^2-\tfrac12a^2&=3
&&\Longrightarrow\quad a^2=2.4,\quad b^2=2.1 .
\end{align}
The second line follows by inserting $b^2=4.5-a^2$, which gives $9-2.5a^2=3$.

With $\Delta_D=80$ mRy, the second-order shift is $-a^2\zeta^2/\Delta_D=-9.6/80=-0.120$ mRy. The full diagonalization gives $E(2)=-4.114$ mRy, a lowering of $0.114$ mRy. The estimate is slightly too large mainly because the $^3F$ level itself lies about $4$ mRy below zero, which widens the gap to $^1D$.

\subsection{How far the two statements hold}

The full intervals are
\begin{align}
E(3)-E(2)&=-1.000+4.114=3.114\ \text{mRy},\\
E(4)-E(3)&=2.971+1.000=3.971\ \text{mRy},
\end{align}
or $342$ and $436\ \mathrm{cm^{-1}}$. The lower interval grows because $J=2$ is pushed down, and the upper one shrinks because $J=4$ is pushed down while $J=3$ stays. Their ratio is $1.275$ instead of $4/3$, a departure of about $4\%$ relative to the rule. This is already closer to $5/4$, the first-order ratio for $J=3,4,5$, so the ratio alone would suggest a wrong assignment here.

The size of the error can be read from the formulas. For the lower interval, the second-order change divided by the first-order value is
\begin{equation}
\frac{2.4\,\zeta^2/\Delta_D}{3\zeta/2}=1.6\,\frac{\zeta}{\Delta_D}=0.04 .
\end{equation}
For the Hamiltonian used here and a term with $A$ of the order of $\zeta$, such as this one, the rule is good when $\zeta$ is small compared with the distance to the terms that couple. The condition on $A$ matters: the quartet terms of $d^5$ have $A=0$, so their splitting begins in second order and need not follow the rule, however small $\zeta$ is. Small $\zeta$ alone is not enough for a real atom. The spin-spin interaction, which was left out, contains two spin factors, is not covered by the vector argument, and can change the intervals of a term with $S\ge1$ already in first order. Within the model, the comparison of $\zeta$ with the term distances decides the accuracy of the rule. It fails well before the two become comparable: at $\zeta=10$ mRy, one eighth of $\Delta_D$, the ratio of the intervals has fallen to about $1.1$, although the level with $J=2$ is still about $98\%$ $^3F$. When $\zeta$ approaches the term distances, the levels with $J=2$ and $J=4$ are strong mixtures of terms, and $L$ and $S$ no longer label them well. The level with $J=3$ has no partner in $d^2$ and stays pure $^3F$.

The weighted sum changes too:
\begin{equation}
5(-4.114)+7(-1.000)+9(2.971)\approx-0.83\ \text{mRy}.
\end{equation}
Divided by the $21$ states, this moves the centre of the term by $-0.04$ mRy. The sign is negative because $^3F$ is the lowest term and its coupled partners lie above it. The missing energy is found in the other terms. The trace of $H_{\mathrm{SO}}$ over the configuration is the sum of the traces over its terms, each of which is zero. The shifts of all $45$ states must therefore add to zero at any strength of the coupling, as the full diagonalization confirms.

\subsection{Using the result}

In this model the weighted average misses the unsplit energy by $0.04$ mRy, while the lowest level misses it by $4.1$ mRy. To first order, the weighted average is the right partner for a calculation without spin-orbit coupling, provided that the whole term is known. Beyond first order it need not be the combination closest to the unsplit energy; in this model the estimate from $J=3$ and $J=4$ given below happens to come closer.

If one level is missing, two neighbouring levels still give an estimate. Their interval divided by the larger $J$ yields $A$, and \eqref{eq:EJ} then gives an estimate of the unsplit energy, which is zero in this model. From $J=2$ and $J=3$ above, $A=3.114/3=1.038$ mRy, and the estimate is $-4.114+4(1.038)=0.04$ mRy. From $J=3$ and $J=4$, $A=3.971/4=0.993$ mRy, and the estimate is $2.971-3(0.993)=-0.01$ mRy. With only two levels there is one value of $A$ and no check on it. When all three levels are known, a spread between the two values of $A$ shows that the rule is not exact; in this model the cause is the second-order mixing.

If two terms with the same $L$ and $S$ lie close together, the ladder argument gives a matrix of constants that connects them, instead of a single $A$. That matrix must be diagonalized together with the term energies for each $J$, and a single-term interval rule can then no longer be assumed.

The numerical check tests \eqref{eq:carry} for all nine components in $d^2$, $d^3$, $d^8$ and $pd$, and compares the resulting levels with the interval rule and the zero sum.

\section*{Computed values}
\begin{verbatim}
zeta of the d shell in d2, d3, d8: 0.0020 Ry
pd configuration: zeta_p = 0.0060 Ry, zeta_d = 0.0010 Ry
First order, from matrices between determinants:
  d2 3F: A = 1.0000 mRy; E(J)-E(J-1) in mRy: 3.0000 (J=3), 4.0000 (J=4)
  d3 4F: A = 0.6667 mRy; E(J)-E(J-1) in mRy: 1.6667 (J=2.5), 2.3333 (J=3.5), 3.0000 (J=4.5)
  d8 3F: A = -1.0000 mRy; E(J)-E(J-1) in mRy: -3.0000 (J=3), -4.0000 (J=4)
  pd 3F: A = 1.3333 mRy; E(J)-E(J-1) in mRy: 4.0000 (J=3), 5.3333 (J=4)
  pd 3D: A = 0.9167 mRy; E(J)-E(J-1) in mRy: 1.8333 (J=2), 2.7500 (J=3)
Worked example: d2, term energies in Ry: 3F 0.00, 1D 0.08, 3P 0.10, 1G 0.14, 1S 0.35
Shifts of 3F in mRy:
  J=2: weight 5, first order -4.0000, weight x shift -20.0000
       second-order part -0.1200, full diagonalization -4.1142
  J=3: weight 7, first order -1.0000, weight x shift -7.0000
       second-order part 0.0000, full diagonalization -1.0000
  J=4: weight 9, first order 3.0000, weight x shift 27.0000
       second-order part -0.0286, full diagonalization 2.9708
Weighted sum of 3F shifts, first order: 0.0000 mRy
Weighted sum, second-order part: -0.8571 mRy
Weighted sum, full diagonalization: -0.8339 mRy
Shift of the 3F centre (sum/21), full: -0.0397 mRy
Sum of shifts of all 45 states, full: 0.0000 mRy
Intervals, first order: E(3)-E(2) = 3.0000 mRy = 329.21 cm^-1
  E(4)-E(3) = 4.0000 mRy = 438.95 cm^-1; ratio 1.3333
  interval/J: 1.0000 mRy (J=3), 1.0000 mRy (J=4)
Intervals, full: E(3)-E(2) = 3.1142 mRy = 341.75 cm^-1
  E(4)-E(3) = 3.9708 mRy = 435.75 cm^-1; ratio 1.2750
  interval/J: 1.0381 mRy (J=3), 0.9927 mRy (J=4)
Conversion: 1 Ry = 109737.316 cm^-1
\end{verbatim}
